\section*{Why a dry diazonaphthoquinone–novolac film makes little acid}

\section{One acid or ninety-three}

Take a model resist film, 1000 nm thick, in which every diazonaphthoquinone (DNQ) group is destroyed by light. If the film was equilibrated with 10 Torr of water vapour and then sealed, about 93 of every 100 groups become indenecarboxylic acid. If it was equilibrated with 0.05 Torr and then sealed, one does. The light, the DNQ loading and the polymer are held fixed, and in both films all the DNQ is consumed. What happened to the other 99 groups?

The answer begins with what light does not make. Absorption of a photon expels N$_2$ from DNQ, and the Wolff rearrangement contracts the six-membered ring that carried it to a five-membered one. The product is a ketene, with the group C=C=O. For the unsubstituted molecule the count of atoms is
\begin{equation}
\mathrm{C_{10}H_6N_2O}\longrightarrow \mathrm{C_{10}H_6O}+\mathrm{N_2},
\qquad
\mathrm{C_{10}H_6O}+\mathrm{H_2O}\longrightarrow \mathrm{C_{10}H_8O_2}.
\end{equation}
The last formula is indenecarboxylic acid. Its carboxyl group has two oxygen atoms and the ketene has one, so the missing oxygen and two hydrogens must be supplied. Here water supplies them, one molecule per acid.

Water is not the only O--H compound in the film. The central carbon of the ketene is poor in electrons and accepts the oxygen of an O--H group, while the hydrogen ends on the neighbouring carbon:
\begin{equation}
\mathrm{C{=}C{=}O}+\mathrm{H{-}OR}\longrightarrow \mathrm{HC{-}C({=}O){-}OR}.
\end{equation}
With R = H the product is the acid. With R = aryl, a phenolic unit of the novolac, it is an ester. The dry film therefore poses two questions: is there enough water, and does water win the ketenes it could reach?

\section{Is the ester route open?}

A route that ran far uphill could not take much of the ketene. The direction was examined on small models, with the parent ketene H$_2$C=C=O in place of the indenylidene ketene and phenol in place of novolac. At the MP2/def2-SVP level, with standard unrelaxed geometries, the electronic reaction energies are
\begin{align}
\text{ketene}+\text{water}&\to\text{acetic acid}: & &-1.89\ \text{eV},\\
\text{ketene}+\text{phenol}&\to\text{phenyl acetate}: & &-1.67\ \text{eV}.
\end{align}
Hartree--Fock gives $-1.89$ and $-1.53$ eV. The basis is small: with the larger 6-311G** basis the MP2 values become about $-1.70$ eV for water and $-1.51$ eV for phenol, shifts of 0.19 and 0.16 eV, and the Hartree--Fock values move to about $-1.70$ and $-1.37$ eV. The def2-TZVP basis also gives about $-1.70$ eV for water at the MP2 level. Lengthening the acyl C--O bond of acetic acid from 1.36 to 1.38 \AA{} moves its energy by 0.014 eV, which shows the scale of one geometrical error, not of all of them.

Joining two molecules also costs entropy. The whole translational entropy of an ideal gas of ketene at 1 mol/L, multiplied by 296 K, is 0.39 eV. Charging all of it to the ester leaves $-1.67+0.39=-1.28$ eV, or about $-1.12$ eV with the 6-311G** value, still well downhill. Zero-point energy, rotational entropy, the indene rings and the polymer surroundings are left out, so these numbers support the direction of the reactions and little more. They say nothing about rates, which depend on barriers that were not computed. The division of ketene between the two routes needs a kinetic model.

\section{A competition that can be solved}

Let $M,K,W,P,A,E$ be the number densities of DNQ, ketene, water, phenolic OH, acid and ester; a subscript 0 marks the value before exposure. Assume that each destroyed DNQ gives one ketene, that the film is well mixed, and that both additions are irreversible and of second order, with rate constants $k_w$ for water and $k_p$ for phenol:
\begin{equation}
\frac{dA}{dt}=k_wKW,\qquad \frac{dE}{dt}=k_pKP .
\label{rates}
\end{equation}
Other fates of the ketene, such as dimerization, are omitted. With the selectivity $r=k_w/k_p$, the fraction of reacting ketenes that becomes acid at a given moment is
\begin{equation}
f=\frac{k_wKW}{k_wKW+k_pKP}=\frac{rW}{rW+P}.
\label{f}
\end{equation}
The ketene density cancels. Water can be the more reactive partner, $r>1$, and still lose if $P$ exceeds $rW$.

\subsection{A sealed film}

Suppose first that no water enters or leaves during exposure. Each acid removes one water and each ester one phenolic OH, so
\begin{equation}
A=W_0-W,\qquad E=P_0-P .
\label{count}
\end{equation}
Hence $dW/dt=-k_wKW$ and $dP/dt=-k_pKP$. While ketene is present both rates are nonzero, and the first may be divided by the second:
\begin{equation}
\frac{dW}{dP}=r\frac{W}{P}
\quad\Longrightarrow\quad
\int_{W_0}^{W}\frac{dW'}{W'}=r\int_{P_0}^{P}\frac{dP'}{P'} .
\end{equation}
The integrals are logarithms, and exponentiation gives
\begin{equation}
\frac{W}{W_0}=\left(\frac{P}{P_0}\right)^{r}=\left(1-\frac{E}{P_0}\right)^{r}.
\label{inv}
\end{equation}
Neither time, light intensity nor ketene lifetime appears. After full exposure, when the last ketene has reacted, $A+E=M_0$. Inserting $A=W_0-W$ and \eqref{inv} leaves one equation for the ester:
\begin{equation}
W_0\left[1-\left(1-\frac{E}{P_0}\right)^{r}\right]+E=M_0 .
\label{sealed}
\end{equation}
For $M_0<P_0$ the left side rises steadily from 0 at $E=0$ to at least $M_0$ at $E=M_0$, so there is one solution in between.

Since $W$ cannot be negative and each acid uses one DNQ,
\begin{equation}
A\le\min(M_0,W_0)
\label{ceiling}
\end{equation}
for every $r$. No preference for water can create more water.

\subsection{A replenished film}

In the opposite limit the surroundings replace water as fast as it is used, so that $W=W_0$ throughout. Dividing the two rates in \eqref{rates} now gives
\begin{equation}
\frac{dA}{dE}=\frac{rW_0}{P_0-E}
\quad\Longrightarrow\quad
A=rW_0\ln\frac{P_0}{P_0-E},
\label{open}
\end{equation}
because the integral of $1/(P_0-E')$ from 0 to $E$ is $-\ln(P_0-E)+\ln P_0$. Again $A+E=M_0$ closes the problem. The ceiling $W_0$ has gone, but the competition remains.

This limit bounds the cases between. If water starts at $W_0$ and is never above it, then $dA/dE=rW/P\le rW_0/P$. At each value of $E$ the acid is therefore no greater than in \eqref{open}, and with $A+E$ fixed at $M_0$ the final acid is no greater either.

The rate laws were also integrated numerically with the ketene as an explicit species, for the dry and humid films of the next section, for $r=0.1$, 1 and 100, and with ketene loss to phenol at 0.5 and 100 times the bleaching rate. The final acid agreed with \eqref{sealed} and \eqref{open} to within one millionth of $M_0$, for the slow and the fast ketene alike.

\section{The numbers of the film}

The parameters are rough typical values. A density of 1.2 g/cm$^3$, a novolac mass fraction of 0.8 and 120 g of novolac per mole of OH give
\begin{equation}
P_0=\frac{1.2\times0.8}{120}\,N_{\rm A}\ \text{cm}^{-3}=4.82\ \text{nm}^{-3}.
\end{equation}
The DNQ density is $M_0=0.40$ nm$^{-3}$. Water uptake is taken as linear, 0.08 nm$^{-3}$ per Torr, so the humid film has $W_0=0.08\times10=0.80$ nm$^{-3}$, or 2.0\% of the film mass, and the dry film has $W_0=0.08\times0.05=0.0040$ nm$^{-3}$. The selectivity $r=100$ is an assumption, varied below.

In the dry film there is one water for every 100 DNQ groups, and there are about 1200 phenolic OH groups for every water. The ceiling \eqref{ceiling} is $0.0040/0.40=1.0\%$ of the DNQ. The solution of \eqref{sealed} lies practically on it: 1.0\% acid and 99.0\% ester. That is where the other 99 groups went.

In the humid film there are two waters per DNQ and six phenolic OH groups per water. Equation \eqref{sealed} gives 92.5\% acid and 7.5\% ester. At the start,
\begin{equation}
f_0=\frac{100\times0.80}{100\times0.80+4.82}=94.3\% .
\end{equation}
The final yield is slightly lower because the film is sealed. From \eqref{inv}, $W/P$ varies as $P^{\,r-1}$. As $P$ falls, $W/P$ falls if $r>1$, and later ketenes have a poorer chance of becoming acid. For $r<1$ the drift is the other way.

\section{Which shortage is responsible?}

``Lack of water'' and ``capture by phenol'' sound like one cause told twice. The model can separate them by removing one at a time.

Remove all phenolic OH from the sealed dry film and keep the water. The yield is still 1.0\% acid, and 99.0\% of the original DNQ is left as unreacted ketene. In a real film that ketene would find one of the omitted reactions, but it could not become acid without water. In this sealed film, then, phenol does not cause the low yield; it determines what is made instead.

It may seem odd that phenol, so much more abundant, does not take even the few ketenes for which water was available. At the start $f_0$ is 7.7\%, so most ketenes do go to phenol. But there are many ketenes, and each gives the remaining water another chance. For $E\ll P_0$, $\ln(1-E/P_0)\approx-E/P_0$, and \eqref{inv} becomes
\begin{equation}
\frac{W}{W_0}\approx e^{-rE/P_0}.
\end{equation}
Water falls by a factor $e$ each time $P_0/r=0.048$ nm$^{-3}$ of ester forms, which is 12\% of the DNQ. Full exposure supplies about eight such portions, so nearly all the water is used. The little acid there is comes mainly from the first ketenes to react.

Now let water be replenished. In the dry film \eqref{open} gives 8.0\% acid and 92.0\% ester. With the phenol removed, \eqref{f} gives $f=1$: every ketene would eventually meet a water molecule and become acid. Here phenol does cause the low yield, because it takes the ketene before the scarce but renewable water does. At $r=100$, which cause dominates depends on whether water can be resupplied over the period in which ketenes are formed and consumed. At low selectivity phenol matters even in a sealed film: for $r=1$ it lowers the dry yield from the 1.0\% ceiling to 0.08\%. The verdict for the sealed film also rests on the acid rate being first order in water, so that one $r$ serves both films. Hydration of ketenes is often assisted by further water molecules. If the rate were second order in water, with an effective $r$ of 100 at $W=0.80$ nm$^{-3}$, the effective $r$ in the dry film would start at 0.5; the humid sealed yield would be 90\%, the dry one 0.04\%, and phenol would then be the cause in the sealed dry film too.

The selectivity separates the cases further. The table gives acid as a percentage of the DNQ.
\begin{center}
\begin{tabular}{rcccc}
 & \multicolumn{2}{c}{dry} & \multicolumn{2}{c}{humid}\\
$r$ & sealed & replenished & sealed & replenished\\
1 & 0.08 & 0.09 & 14 & 15\\
10 & 0.58 & 0.86 & 59 & 63\\
100 & 1.0 & 8.0 & 93 & 94\\
1000 & 1.0 & 46 & 99 & 99
\end{tabular}
\end{center}
The humid columns show that water must be preferred for a humid film to work well: with $r=1$ phenol wins by number even at 10 Torr. Esterification in the dry film thus needs no special affinity of ketene for phenol. With $r=100$ a water molecule is a hundred times more reactive than a phenolic OH, and the dry film is still almost wholly esterified.

The last entry of the replenished dry column marks where the claim fails. For $r=1000$, $rW_0=4.0$ nm$^{-3}$ is comparable with $P_0$, and nearly half the DNQ becomes acid although the film holds very little water at any instant. Low acid yield therefore requires either $W_0\ll M_0$ with little resupply, or $rW_0\ll P_0$ (with $M_0$ well below $P_0$). A low water content alone is not sufficient.

\section{How dry is dry?}

A useful boundary is the water content at which a sealed film turns half its DNQ into acid. Put $A=E=M_0/2$ in \eqref{sealed} and solve for $W_0$:
\begin{equation}
W_0^{(1/2)}=\frac{M_0/2}{1-\left(1-M_0/2P_0\right)^{r}} .
\label{half}
\end{equation}
For the example this is 0.203 nm$^{-3}$, reached at 2.5 Torr. The numerator alone is 0.20 nm$^{-3}$, one water for each acid wanted. The denominator adds little because, at $r=100$, the water present is almost all used. At this selectivity the boundary is set mainly by counting molecules. With a weaker preference for water the rate constants matter too: for $r=10$ the boundary lies at 7.2 Torr.

The other limit of \eqref{half} is $rM_0/2P_0\ll1$ together with $M_0\ll P_0$. Then $(1-M_0/2P_0)^r\approx1-rM_0/2P_0$, the factors $M_0/2$ cancel, and
\begin{equation}
W_0^{(1/2)}\approx\frac{P_0}{r}.
\end{equation}
This is the condition $f_0=1/2$: with few DNQ groups the water is hardly depleted, and competition alone sets the boundary. In the example $rM_0/2P_0$ is about 4, so the counting limit is the relevant one.

\section{Water on the move}

Whether a film counts as sealed depends on diffusion. Let the substrate be impermeable and the top surface be held at its equilibrium water content. The slowest departure from equilibrium has the shape $\cos(\pi x/2L)$, with $x$ measured from the substrate: its slope vanishes at $x=0$ and its value at $x=L$. Inserted in the diffusion equation it decays at the rate $D(\pi/2L)^2$, so the relaxation time is
\begin{equation}
\tau=\frac{4L^2}{\pi^2D}.
\end{equation}
With a rough $D=10^{-9}$ cm$^2$/s $=10^5$ nm$^2$/s and $L=1000$ nm, $\tau=4.1$ s. An exposure of 0.3 s is short by comparison, but not negligibly so. At short times water enters an empty film as into a half-space, with flux $W_0\sqrt{D/\pi t}$ through the surface. Integrating over time and dividing by the full content $W_0L$ gives the refilled fraction
\begin{equation}
\frac{2}{L}\sqrt{\frac{Dt}{\pi}}=\frac{2}{1000}\sqrt{\frac{3\times10^4}{\pi}}\approx0.20 .
\end{equation}
If all this extra water made acid, the dry yield would rise from 1.0\% to about 1.2\%. At $r=100$ that is a low estimate, since reaction inside the film steepens the water profile and draws in more. Solving diffusion and reaction together, with the DNQ destroyed at a uniform rate over the 0.3 s and each ketene reacting at once, gives a yield of about 1.4\% for $r=100$ and 2.3\% for $r=1000$. The replenished value, 8.0\% for $r=100$, is the upper bound within the model. The estimate also supposes that ketenes do not long outlive the exposure; if they do, water arriving later counts too.

Good mixing is a second idealization. For randomly placed molecules of density $n$, the chance of finding none within a distance $R$ is $\exp(-4\pi nR^3/3)$. The mean distance to the nearest is the integral of this probability over $R$,
\begin{equation}
\bar R=\int_0^\infty e^{-4\pi nR^3/3}\,dR=\Gamma\!\left(\tfrac43\right)\left(\frac{3}{4\pi n}\right)^{1/3}.
\end{equation}
It is 3.5 nm for water in the dry film, 0.60 nm in the humid film and 0.33 nm for phenolic OH. These are point-particle estimates, without molecular size or bonding. A ketene in the dry film typically has phenol beside it and water several molecular diameters away. If water cannot cross that distance before phenol reacts, the effective $r$ is lower than the well-mixed one. The ceiling \eqref{ceiling} for a sealed film is unaffected.

Temperature acts through $r$ as well. With equal prefactors, $r=e^{\Delta/k_BT}$, and $r=100$ at 296 K corresponds to a barrier difference $\Delta=0.117$ eV. If $\Delta$ is a fixed energy, $r$ falls to 81 at 310 K. In the sealed dry film $E/P_0=0.082$ after full exposure, so \eqref{inv} leaves a fraction $(1-0.082)^{81}\approx0.001$ of the water unused, and the yield stays at its 1\% ceiling.

\section{The real resist}

DNQ--novolac films are positive resists: exposed areas should dissolve in aqueous alkali, helped by the carboxylic acid. A water pressure of 10 Torr is roughly half of saturation at room temperature, an ordinary clean-room condition; 0.05 Torr stands for a film exposed in vacuum or in well-dried gas. The loading, uptake and diffusivity are of a plausible size but vary between resists, and $r$ is the least certain input. The assumption of a sealed film need not hold in practice. For the dry example, relaxing it moves the acid yield from 1\% to at most 8\% at $r=100$, and to at most 46\% at $r=1000$, provided the surroundings stay at 0.05 Torr. If the dry film meets humid air while ketenes are present, these bounds do not apply. A baked film must also regain its water before exposure, and since $\tau$ grows as $L^2$, a film ten times thicker needs a hundred times longer at the same $D$.

The ester is not a harmless substitute for the acid. It provides no carboxyl group, and it consumes phenolic OH, which itself helps novolac dissolve in alkali: 8.2\% of these groups in the sealed dry film against 0.6\% in the humid one. If one carrier molecule bears several DNQ groups, their ketenes can esterify different chains and tie them together. Bleaching, which records the loss of DNQ, cannot reveal the difference, because in this model DNQ is lost equally in both films. What the dry film lacks is the second, dark step that turns a ketene into an acid. Most of the values used here are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
temperature: 296 K; film thickness: 1000 nm
film density: 1.2 g/cm3; novolac mass fraction: 0.8
novolac mass per phenol OH: 120 g/mol
phenol OH density P0: 4.82 nm^-3
DNQ density M0: 0.40 nm^-3
water uptake: 0.08 nm^-3 per Torr
humid: 10.0 Torr, W0 = 0.800 nm^-3
humid water mass relative to film: 2.0 %
dry: 0.05 Torr, W0 = 0.0040 nm^-3
assumed selectivity r: 100
dry: phenol OH per water: 1204.4
dry: water per DNQ: 0.010
dry: initial acid fraction f: 7.67 %
dry, sealed: acid 1.00 %, ester 99.00 % of DNQ
dry, replenished: acid 7.95 %, ester 92.05 % of DNQ
dry, sealed: phenol OH consumed: 8.22 %
humid: phenol OH per water: 6.0
humid: water per DNQ: 2.000
humid: initial acid fraction f: 94.32 %
humid, sealed: acid 92.54 %, ester 7.46 % of DNQ
humid, replenished: acid 94.33 %, ester 5.67 % of DNQ
humid, sealed: phenol OH consumed: 0.62 %
r = 1, sealed acid: dry 0.083 %, humid 14.24 %
r = 1, replenished acid: dry 0.087 %, humid 14.69 %
r = 10, sealed acid: dry 0.577 %, humid 58.79 %
r = 10, replenished acid: dry 0.859 %, humid 62.78 %
r = 100, sealed acid: dry 1.000 %, humid 92.54 %
r = 100, replenished acid: dry 7.950 %, humid 94.33 %
r = 1000, sealed acid: dry 1.000 %, humid 99.18 %
r = 1000, replenished acid: dry 45.931 %, humid 99.40 %
dry, no phenol: acid 1.00 %, ketene left 99.00 %
half acid yield, sealed: W0 = 0.203 nm^-3, 2.54 Torr
mean distance to nearest water, dry: 3.49 nm
same distance from random placement: 3.49 nm
mean distance to nearest water, humid: 0.60 nm
mean distance to nearest phenol OH: 0.33 nm
water diffusivity: 1.0e-09 cm2/s; exposure: 0.3 s
water relaxation time of film: 4.05 s
refill of an empty film during exposure: 19.5 % of W0
free-energy barrier gap equivalent to r: 0.117 eV
r at 310 K if that gap is a fixed energy: 81.2
ketene + water -> acetic acid, HF: -1.89 eV
ketene + water -> acetic acid, MP2: -1.89 eV
ketene + phenol -> phenyl acetate, HF: -1.53 eV
ketene + phenol -> phenyl acetate, MP2: -1.67 eV
acid energy shift, acyl C-O 1.36 to 1.38 angstrom: 0.014 eV
ketene translational entropy times T at 1 mol/L: 0.39 eV
\end{verbatim}
